\section*{The Reflectance Minimum above a Reststrahlen Band Is Not the Longitudinal Phonon}

\section{Definitions and conventions}

Light falls at normal incidence from vacuum on a thick, non-magnetic, isotropic polar crystal with one infrared-active lattice mode. Fields vary as $e^{-i\omega t}$, so an absorbing crystal has $\operatorname{Im}\varepsilon>0$, and the refractive index $n=\sqrt{\varepsilon}$ is taken with $\operatorname{Im}n\ge 0$. Frequencies are given as wavenumbers in cm$^{-1}$.

Let $u$ be the suitably scaled relative displacement of the two ionic sublattices. With transverse frequency $\omega_T$, damping $\gamma$ and coupling $a$, the ions and the displacement field obey
\begin{align}
\ddot u+\gamma\dot u+\omega_T^2u&=aE, &
D/\varepsilon_0&=\varepsilon_\infty E+au .
\end{align}
Here $\varepsilon_\infty$ is the permittivity well above the lattice mode, where only the electrons respond. Solving the first equation for $u$ and inserting it in the second gives
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+\frac{a^2}{\omega_T^2-\omega^2-i\gamma\omega}.
\label{eq:ion}
\end{equation}

In a longitudinal wave $D$ points along the wavevector. Without free charge $\nabla\cdot\mathbf D=0$, which then forces $D=0$. The field $E=-au/\varepsilon_\infty$ remains and stiffens the motion: for $\gamma=0$ the squared frequency is
\begin{equation}
\omega_L^2=\omega_T^2+a^2/\varepsilon_\infty ,
\qquad\text{so}\qquad a^2=\varepsilon_\infty S,\quad S=\omega_L^2-\omega_T^2>0 .
\end{equation}
Putting \eqref{eq:ion} over a common denominator gives, without damping,
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}.
\label{eq:eps}
\end{equation}
The longitudinal phonon is therefore the zero of $\varepsilon$. The static permittivity is $\varepsilon_s=\varepsilon_\infty\omega_L^2/\omega_T^2$. The interval from $\omega_T$ to $\omega_L$ is the reststrahlen band.

For the reflectance, let the incident, reflected and transmitted electric amplitudes be $1$, $r$ and $t$. Tangential $E$ is continuous, so $1+r=t$. The magnetic amplitude is proportional to $n$ times the electric one and changes sign for the reflected wave, so $1-r=nt$. Eliminating $t$,
\begin{equation}
r=\frac{1-n}{1+n},\qquad R=|r|^2 .
\label{eq:r}
\end{equation}

\section{A counter-example}

The claim to be examined is that the reflectance minimum above the band lies at $\omega_L$. Take $\omega_T=797$, $\omega_L=970$, $\varepsilon_\infty=6.5$ and, at first, $\gamma=0$. These are rough typical values for 4H silicon carbide, a substrate for power and radio-frequency chips, with the field perpendicular to the crystal's $c$ axis.

At $970$ cm$^{-1}$ the permittivity is zero, hence $n=0$ and $r=1$. The reflectance at the longitudinal phonon is $100\,\%$, its largest possible value.

A zero of $R$ requires $n=1$, hence $\varepsilon=1$. Setting \eqref{eq:eps} equal to one gives
\begin{equation}
\omega_1^2=\frac{6.5\times970^2-797^2}{6.5-1}
=\frac{6\,115\,850-635\,209}{5.5}=996\,480,
\end{equation}
so $\omega_1=998.2$ cm$^{-1}$. This is $28.2$ cm$^{-1}$ above the longitudinal phonon. With $\gamma=5$ cm$^{-1}$ the picture near the minimum hardly changes:
\begin{center}
\begin{tabular}{ccc}
$\omega$ (cm$^{-1}$) & $R$, $\gamma=0$ & $R$, $\gamma=5$ cm$^{-1}$\\
900 & 1.000 & 0.956\\
970 & 1.000 & 0.414\\
980 & 0.0535 & 0.0535\\
990 & 0.0057 & 0.0062\\
1010 & 0.0053 & 0.0055\\
1050 & 0.040 & 0.040
\end{tabular}
\end{center}
The damped minimum, found by numerical search, is at $998.4$ cm$^{-1}$ with $R=3.6\times10^{-4}$. The longitudinal phonon lies on the steep edge of the band, where $R$ is still about $0.41$.

The edge is far more sensitive to damping than the minimum. At $\omega_L$, \eqref{eq:ion} gives $\varepsilon\approx i\eta$ with $\eta=\varepsilon_\infty\gamma\omega_L/S=0.103$. Since $\sqrt i=(1+i)/\sqrt2$, the index is $n=p(1+i)$ with $p=\sqrt{\eta/2}=0.227$, and
\begin{equation}
R(\omega_L)\approx\frac{(1-p)^2+p^2}{(1+p)^2+p^2}=0.42 .
\end{equation}
For weak damping this is $1-4p$ to first order in $p$, so the loss of reflectance at $\omega_L$ grows at first as $\sqrt\gamma$. The example is already beyond that regime: $1-4p$ would give $0.09$. The reflectance at the minimum will be seen to grow as $\gamma^2$.

\section{The general statement and its proof}

\textbf{Statement.} In the one-mode model without damping, with $\varepsilon_\infty>1$, the reflectance is one for $\omega_T<\omega\le\omega_L$. It vanishes at one frequency, where $\varepsilon=1$:
\begin{equation}
\omega_1^2=\frac{\varepsilon_\infty\omega_L^2-\omega_T^2}{\varepsilon_\infty-1},
\qquad
\omega_1^2-\omega_L^2=\frac{\omega_L^2-\omega_T^2}{\varepsilon_\infty-1}>0 .
\label{eq:main}
\end{equation}

\textbf{Proof.} Inside the band the numerator of \eqref{eq:eps} is positive and the denominator negative, so $\varepsilon<0$ and $n=i\kappa$ with real $\kappa$. Then $|1-i\kappa|=|1+i\kappa|$ and $R=1$. At $\omega_L$, $n=0$ and again $R=1$. Outside the band $\varepsilon>0$, $n$ is real and positive, and \eqref{eq:r} vanishes if and only if $n=1$. The condition $\varepsilon=1$ reads
\begin{equation}
\varepsilon_\infty(\omega_L^2-\omega^2)=\omega_T^2-\omega^2
\quad\Longrightarrow\quad
(\varepsilon_\infty-1)\,\omega^2=\varepsilon_\infty\omega_L^2-\omega_T^2 .
\end{equation}
This is linear in $\omega^2$ and has one solution, the first part of \eqref{eq:main}. Subtracting $\omega_L^2$ leaves the numerator
$\varepsilon_\infty\omega_L^2-\omega_T^2-(\varepsilon_\infty-1)\omega_L^2=\omega_L^2-\omega_T^2$, which is the second part. The solution lies above $\omega_L$, so there is no zero below the band. $\square$

The physical reason follows from the polarization $P=\varepsilon_0(\varepsilon-1)E$. By \eqref{eq:ion} it has an electronic part proportional to $\varepsilon_\infty-1$ and an ionic part proportional to $a^2/(\omega_T^2-\omega^2)$. Above $\omega_T$ the ions move against the driving force and the two parts have opposite signs. At $\omega_1$ they cancel: the crystal has no net polarization, and the wave enters as if the surface were absent. At $\omega_L$ the ionic part is larger, and $P=-\varepsilon_0E$.

The same frequency appears in the dispersion relation of transverse waves, $\varepsilon\omega^2=c^2k^2$ (with $\omega$ here an angular frequency). The upper polariton branch starts at $\omega_L$ for $k=0$, above the vacuum light line $\omega=ck$. For large $k$ it approaches $ck/\sqrt{\varepsilon_\infty}$, below that line. It crosses the line where $\varepsilon=1$.

Two limits show when the distinction matters. For $\varepsilon_\infty\to\infty$ the gap in \eqref{eq:main} closes, and without damping the minimum tends to $\omega_L$. At fixed damping it approaches $\omega_L$ only to within a fraction of $\gamma$. Then $1-R\approx4\operatorname{Re}(1/n)$ with $1/n\propto(\omega^2-\omega_L^2+i\gamma\omega_L)^{-1/2}$, whose real part peaks about $\gamma/(2\sqrt3)$ above $\omega_L$, and the minimum is no longer near zero reflectance. This estimate needs $|n|\gg1$ at the minimum and is reached slowly. For $\gamma=5$ cm$^{-1}$ it gives $1.4$ cm$^{-1}$; at $\varepsilon_\infty=100$, where $|n|$ is only $1.5$, the minimum lies $2.6$ cm$^{-1}$ above $\omega_L$ instead of the undamped $1.6$ cm$^{-1}$, with $R=0.08$, and at $\varepsilon_\infty=10^4$ it lies $1.5$ cm$^{-1}$ above, with $R=0.77$. For $\varepsilon_\infty\to1$ the minimum moves to infinite frequency, because there is no electronic polarization left to cancel the ionic one.

\section{The minimum depends on the outer medium}

If the light arrives through a transparent medium of index $m$, the boundary conditions give $r=(m-n)/(m+n)$, and the zero moves to $\varepsilon=m^2$. Solving $\varepsilon_\infty(\omega_L^2-\omega^2)=m^2(\omega_T^2-\omega^2)$,
\begin{equation}
\omega_m^2=\frac{\varepsilon_\infty\omega_L^2-m^2\omega_T^2}{\varepsilon_\infty-m^2},
\qquad m^2<\varepsilon_\infty .
\end{equation}
For $m=1.5$ and the same crystal the zero lies at $1050$ cm$^{-1}$ instead of $998$ cm$^{-1}$. The bulk longitudinal phonon has not changed. The minimum is thus a property of the pair of media. For $\varepsilon_\infty\le m^2\le\varepsilon_s$ there is no zero at finite nonzero frequency, and for $m^2>\varepsilon_s$ the same formula places it below the band.

\section{Weak damping}

Put $z=\omega^2+i\gamma\omega$, $w=z-\omega_1^2$ and $Q=\omega_1^2-\omega_T^2$. The denominator in \eqref{eq:ion} is $\omega_T^2-z=-(Q+w)$. Since $\varepsilon=1$ at $w=0$, $\varepsilon_\infty S=(\varepsilon_\infty-1)Q$. Therefore
\begin{equation}
\delta\equiv\varepsilon-1=(\varepsilon_\infty-1)\frac{w}{Q+w}
\approx(\varepsilon_\infty-1)\left(\frac wQ-\frac{w^2}{Q^2}\right).
\end{equation}
With $\sqrt{1+\delta}\approx1+\delta/2-\delta^2/8$,
\begin{equation}
r\approx-\frac{\delta/2-\delta^2/8}{2+\delta/2}\approx-\frac{\delta}{4}+\frac{\delta^2}{8}
\approx-\frac{\varepsilon_\infty-1}{4Q}\left[w-\beta w^2\right],
\qquad \beta=\frac{\varepsilon_\infty+1}{2Q}.
\end{equation}
The two contributions to $\beta$ are $1/Q$ from the curvature of $\varepsilon$ and $(\varepsilon_\infty-1)/(2Q)$ from $\delta^2/8$.

Let $x=\omega^2-\omega_1^2$, so that $w=x+i\gamma\omega$ and $|w|^2=x^2+\gamma^2(\omega_1^2+x)$. At the minimum $x$ will be of order $\gamma^2$. Keeping the terms that fix it to that order, and using $|1-\beta w|^2\approx1-2\beta x$,
\begin{equation}
R\approx\left(\frac{\varepsilon_\infty-1}{4Q}\right)^2
\left[\gamma^2\omega_1^2+x^2+\gamma^2x-2\beta\gamma^2\omega_1^2x\right].
\end{equation}
Setting the derivative with respect to $x$ to zero gives $2x+\gamma^2-2\beta\gamma^2\omega_1^2=0$, hence
\begin{align}
\omega_{\min}^2&\approx\omega_1^2+\frac{\gamma^2}{2}
\left[\frac{(\varepsilon_\infty+1)\omega_1^2}{Q}-1\right], &
R_{\min}&\approx\left[\frac{(\varepsilon_\infty-1)\gamma\omega_1}{4Q}\right]^2 .
\end{align}
Because $\omega_1^2>Q$, the bracket in the first formula is positive: weak damping moves the minimum up, away from $\omega_L$.

In the example $Q=361\,271$ cm$^{-2}$. The shift is $12.5\,(20.69-1)/(2\times998.2)=0.12$ cm$^{-1}$, and the depth is $[5.5\times5\times998.2/(4\times361\,271)]^2=3.6\times10^{-4}$. Both agree with the numerical search to the digits given. The expansion needs $|\beta w|\ll1$ (here $0.05$) and fails for strongly damped modes: it gives a shift of $2.0$ instead of $1.8$ cm$^{-1}$ at $\gamma=20$ cm$^{-1}$, and $12$ instead of $9$ cm$^{-1}$ at $\gamma=50$ cm$^{-1}$. It also assumes one damping for both phonons. A common fitting form damps pole and zero separately, $\varepsilon=\varepsilon_\infty(\omega_L^2-\omega^2-i\gamma_L\omega)/(\omega_T^2-\omega^2-i\gamma_T\omega)$. With $\gamma_T=5$ and $\gamma_L=2$ cm$^{-1}$ the shift falls to $0.01$ cm$^{-1}$ and the depth to $3\times10^{-5}$; with $\gamma_T=2$ and $\gamma_L=5$ cm$^{-1}$ they rise to $0.15$ cm$^{-1}$ and $4.4\times10^{-4}$. In this form $\operatorname{Im}\varepsilon$ has the sign of $\gamma_T(\omega_L^2-\omega^2)+\gamma_L(\omega^2-\omega_T^2)$, which is nonnegative at all frequencies only for $\gamma_T\le\gamma_L\le\gamma_T\omega_L^2/\omega_T^2$. The first pair turns it negative above $1070$ cm$^{-1}$ and the second below $657$ cm$^{-1}$, so both can be used only near the band.

\section{What does mark the longitudinal phonon}

With damping, $\varepsilon=\varepsilon_\infty(\omega_L^2-z)/(\omega_T^2-z)$. Writing $\omega_T^2-z=(\omega_L^2-z)-S$ in $1/\varepsilon$ gives the loss function
\begin{equation}
\operatorname{Im}\left(-\frac1\varepsilon\right)=\frac{S}{\varepsilon_\infty}\,
\frac{\gamma\omega}{(\omega_L^2-\omega^2)^2+\gamma^2\omega^2}.
\end{equation}
With $A=\omega_L^2-\omega^2$, its derivative vanishes when $A^2+4A\omega^2-\gamma^2\omega^2=0$. For weak damping $A\approx\gamma^2/4$, so the peak is at $\omega_L-\gamma^2/(8\omega_L)$. Here that is $0.003$ cm$^{-1}$ below $\omega_L$. Size and sign of this small offset depend on the damping model: with $\gamma_T=2$ and $\gamma_L=5$ cm$^{-1}$ the peak lies $0.009$ cm$^{-1}$ above $\omega_L$. To find this peak from reflectance data one needs the complex permittivity, for example from a fit to the whole spectrum.

If $\omega_T$ and $\varepsilon_\infty$ are known and the crystal is weakly damped and nearly free of carriers, the minimum can still be used, by inverting \eqref{eq:main}:
\begin{equation}
\omega_L^2\approx\frac{(\varepsilon_\infty-1)\,\omega_{\min}^2+\omega_T^2}{\varepsilon_\infty}.
\end{equation}
The damped minimum then returns $970.1$ cm$^{-1}$; the excess of $0.1$ cm$^{-1}$ comes from the neglected damping shift. In practice the inputs limit the result more: an error of $0.1$ in $\varepsilon_\infty$ moves it by about $0.4$ cm$^{-1}$, and one of $2$ cm$^{-1}$ in $\omega_T$ by about $0.25$ cm$^{-1}$. Outside its range the inversion fails: it returns $973$ cm$^{-1}$ for $\gamma=30$ cm$^{-1}$, and $977$ cm$^{-1}$ for the carrier density of $10^{18}$ cm$^{-3}$ treated below.

Reading the minimum itself as $\omega_L$ gives a phonon energy of $123.8$ meV instead of $120.3$ meV. With $\omega_T$ and $\varepsilon_\infty$ held fixed, $\varepsilon_s$ becomes $10.20$ instead of $9.63$. The factor $1/\varepsilon_\infty-1/\varepsilon_s$, which enters the coupling of electrons to longitudinal phonons, becomes $0.0558$ instead of $0.0500$, too large by $12\,\%$ of its true value. The relative error is $3\,\%$ in the frequency and about doubles in $\varepsilon_s$, which contains its square. It about doubles again in the factor, because this difference is only about half as large as $1/\varepsilon_s$.

\section{Oblique light}

For light polarized in the plane of incidence at angle $\theta$, the reflected amplitude is proportional to $\varepsilon\cos\theta-\sqrt{\varepsilon-\sin^2\theta}$. Setting it to zero and squaring,
\begin{equation}
\varepsilon^2\cos^2\theta-\varepsilon+\sin^2\theta
=(\varepsilon-1)(\varepsilon\cos^2\theta-\sin^2\theta)=0 .
\end{equation}
Besides $\varepsilon=1$ there is the Brewster zero $\varepsilon=\tan^2\theta$. For an undamped isotropic crystal with the example's parameters and $\theta=30^\circ$ it lies at $978.5$ cm$^{-1}$. As $\theta\to0$ it approaches $\omega_L$, but so does the edge of total reflection at $\varepsilon=\sin^2\theta$. Their separation in permittivity, $\tan^2\theta\sin^2\theta\approx\theta^4$, closes, and at normal incidence $R(\omega_L)=1$ remains. A dip near $\omega_L$ in oblique light therefore does not contradict \eqref{eq:main}. The Brewster dip is fragile: at $30^\circ$ it survives $\gamma=2$ cm$^{-1}$, near $979$ cm$^{-1}$, but is washed out at $\gamma=5$ cm$^{-1}$. On the $c$ face of the real, uniaxial crystal, oblique light also probes the axial permittivity, and these isotropic formulas do not apply.

\section{A real silicon carbide wafer}

The parameters describe a semi-insulating wafer with light on its $c$ face. Of the neglected effects sized here, free carriers are the largest at high doping but very small at low doping. For a rough effective mass of $0.4$ electron masses and a mobility of $200$ cm$^2$/Vs, held fixed, a Drude term for $10^{16}$ cm$^{-3}$ moves the minimum by $0.07$ cm$^{-1}$. For $10^{18}$ cm$^{-3}$ it moves the minimum up by $7.6$ cm$^{-1}$ and the loss peak up by $5.8$ cm$^{-1}$; that peak then belongs to a coupled phonon--plasma oscillation, no longer to the bare phonon. The second digits depend on the rough inputs: the $7.6$ cm$^{-1}$ becomes $8.2$ cm$^{-1}$ for a mass of $0.37$, and the two shifts fall to $6.6$ and $4.8$ cm$^{-1}$ at $50$ cm$^2$/Vs. Warming by $150$ K, with an assumed softening of $0.02$ cm$^{-1}$/K for both phonons, lowers the minimum by $3.0$ cm$^{-1}$; the minimum follows mainly $\omega_L$, and the shift is $4.7$ cm$^{-1}$ if $\omega_L$ softens by $0.03$ cm$^{-1}$/K instead. Doubling the damping raises it by $0.4$ cm$^{-1}$, and a $4^\circ$ off-cut, with rough axial parameters, lowers it by $0.03$ cm$^{-1}$ for the field in the plane of the tilt and leaves the other polarization unchanged. The absorption depth at the minimum is $21$ $\mu$m, so light returning from the back of a $350$ $\mu$m wafer is negligible at this damping. The depth scales as $1/\gamma$; at $\gamma=1$ cm$^{-1}$ it is $105$ $\mu$m, and a mirror-like backing would return about $10^{-3}$ of the light, far more than $R_{\min}$. Weak additional lattice modes of this crystal and surface films are not included. Each of the shifts sized above is well below the $28$ cm$^{-1}$ between the minimum and the longitudinal phonon. This does not extend to the conducting wafers used for power devices: the same Drude term moves the minimum up by about $24$, $41$ and $91$ cm$^{-1}$ at $3\times10^{18}$, $5\times10^{18}$ and $10^{19}$ cm$^{-3}$, and \eqref{eq:main} then no longer locates it. These densities are those of free carriers. Such wafers have lower mobility; at $50$ cm$^2$/Vs the shifts are about $21$, $38$ and $90$ cm$^{-1}$, and the minimum is shallower.

The numerical output lists the main values (not the separate-damping cases, the damped large-$\varepsilon_\infty$ limit, the damped Brewster dip, the input sensitivities, the strong-damping values, the inversion outside its range, the changes of mass, mobility and softening, the $\gamma=1$ cm$^{-1}$ depth or the shifts above $10^{18}$ cm$^{-3}$), with $T$, $L$, $e$, $g$ and $w1$ standing for $\omega_T$, $\omega_L$, $\varepsilon_\infty$, $\gamma$ and $\omega_1$.

\section*{Computed results}
\begin{verbatim}
T, transverse phonon (input): 797 1/cm
L, longitudinal phonon (input): 970 1/cm
e, high-frequency permittivity (input): 6.5
g, damping (input): 5.0 1/cm
w1, undamped zero of reflectance: 998.24 1/cm
w1 - L: 28.24 1/cm
Q = w1^2 - T^2: 361271 1/cm^2
damped minimum, numerical: 998.36 1/cm
damped minimum, wavelength: 10.016 um
longitudinal phonon, wavelength: 10.309 um
shift by damping, numerical: 0.123 1/cm
shift by damping, formula: 0.123 1/cm
reflectance at minimum, numerical: 3.59e-04
reflectance at minimum, formula: 3.61e-04
reflectance at 900 1/cm: undamped 1.0000, damped 0.9558
reflectance at 970 1/cm: undamped 1.0000, damped 0.4135
reflectance at 980 1/cm: undamped 0.0535, damped 0.0535
reflectance at 990 1/cm: undamped 0.0057, damped 0.0062
reflectance at 1010 1/cm: undamped 0.0053, damped 0.0055
reflectance at 1050 1/cm: undamped 0.0399, damped 0.0400
high-frequency limit of reflectance: 0.1906
loss-function peak: 969.997 1/cm
L recovered from damped minimum: 970.11 1/cm
zero under outer index 1.5: 1050.1 1/cm
second zero, p light at 30 deg, undamped: 978.5 1/cm
phonon energy, true: 120.26 meV
phonon energy, misread: 123.78 meV
static permittivity, true: 9.63
static permittivity, misread: 10.20
coupling factor 1/e - 1/static, true: 0.0500
coupling factor, misread: 0.0558
coupling error: 11.6 %
carrier mass, mobility (input): 0.4 m_e, 200 cm2/Vs
shift of minimum, doping 1e+16 cm-3: 0.07 1/cm
shift of minimum, doping 1e+18 cm-3: 7.56 1/cm
shift of loss peak, doping 1e18 cm-3: 5.83 1/cm
softening, warming (input): 0.02 1/cm per K, 150 K
shift of minimum by warming: -3.01 1/cm
shift of minimum, damping doubled: 0.36 1/cm
axial T, L, e (input): 783 1/cm, 964 1/cm, 6.8
shift of minimum, 4 deg off-cut: -0.026 1/cm
absorption depth at minimum: 21.1 um
wafer thickness (input): 350 um
round-trip intensity factor in wafer: 3.8e-15
\end{verbatim}
